# Leading Interelectronic Correction to the g Factor of Lithiumlike Ions: a numerical check

```python
"""
Leading interelectronic correction to the g factor of the 1s^2 2s state:
    Delta g = (940/2187) * alpha^2 * Z      (infinitely heavy point nucleus)
Atomic units; lengths scaled by 1/Z, so hydrogenic orbitals have Z = 1.
For M = 1/2:  g - 2 = 2 alpha^2 < sum_i s_i f_i + sum_{i!=j} s_i W_ij >,
    s_i  = Pauli sigma_z of electron i,   f = -p^2/2 + Z/(6 r),
    W_12 = -(r1.r12)/(6 r12^3) + (r12.r2)/(3 r12^3),   r12 = r1 - r2.
P = <theta(r1>r2)/r1>, Q = <theta(r2>r1)/r2> with 2s at r1 and 1s at r2;
K = exchange integral of 1s and 2s.
Formula under test: Delta g/(alpha^2 Z) = 8P/3 - 4Q/3 - 2K/3 = 940/2187.
"""
from itertools import permutations
import numpy as np
import sympy as sp
from scipy.constants import fine_structure
from scipy.linalg import eigh
from scipy.special import eval_genlaguerre, roots_laguerre, roots_legendre

# ---------- exact radial integrals ----------
r_s, t_s = sp.symbols("r t", positive=True)
u1_s = 2 * r_s * sp.exp(-r_s)
u2_s = r_s * (1 - r_s / 2) * sp.exp(-r_s / 2) / sp.sqrt(2)


def outer_integral(outer, inner):
    """Integral of outer(r)/r times the part of inner lying inside r."""
    enclosed = sp.integrate(sp.expand(inner.subs(r_s, t_s)), (t_s, 0, r_s))
    integrand = sp.expand(sp.expand(outer / r_s) * sp.expand(enclosed))
    return sp.nsimplify(sp.simplify(sp.integrate(integrand, (r_s, 0, sp.oo))))


P_exact = outer_integral(u2_s**2, u1_s**2)
Q_exact = outer_integral(u1_s**2, u2_s**2)
K_exact = 2 * outer_integral(u1_s * u2_s, u1_s * u2_s)
screening = sp.Rational(8, 3) * P_exact
shielding = -sp.Rational(4, 3) * Q_exact
exchange = -sp.Rational(2, 3) * K_exact
coefficient = sp.simplify(screening + shielding + exchange)
assert coefficient == sp.Rational(940, 2187)
P, Q, K = float(P_exact), float(Q_exact), float(K_exact)

# ---------- Laguerre basis for s states ----------
zeta, n_basis = 0.7, 24
x, w = roots_laguerre(60)
r = x / (2 * zeta)
weight = w * np.exp(x) / (2 * zeta)
phi, dphi = [], []          # dphi = phi' - phi/r
for n in range(n_basis):
    norm = np.sqrt((n + 1.0) * (n + 2.0))
    lag = eval_genlaguerre(n, 2.0, x)
    lag_der = -eval_genlaguerre(n - 1, 3.0, x) if n > 0 else 0.0 * x
    phi.append(r * lag * np.exp(-x / 2) / norm)
    dphi.append(r * (2 * zeta * lag_der - zeta * lag) * np.exp(-x / 2) / norm)
phi, dphi = np.array(phi), np.array(dphi)


def matrix(left, function, right):
    return (left * (weight * function)) @ right.T


one = np.ones_like(r)
overlap = matrix(phi, one, phi)
kinetic = 0.5 * matrix(dphi, one, dphi)
inverse_r = matrix(phi, 1 / r, phi)


def u1(y):
    return 2 * y * np.exp(-y)


def u2(y):
    return y * (1 - y / 2) * np.exp(-y / 2) / np.sqrt(2)


leg_x, leg_w = roots_legendre(60)
unit_x, unit_w = (leg_x + 1) / 2, leg_w / 2


def potential(ua, ub):
    """Monopole potential of the radial density ua*ub on the grid r."""
    inside = r[:, None] * unit_x[None, :]
    outside = r[:, None] + r[None, :]
    near = (ua(inside) * ub(inside)) @ unit_w
    far = (ua(outside) * ub(outside) / outside) @ weight
    return near + far


# ---------- response of f to 1/r12 as an explicit sum over states ----------
energy, C = eigh(kinetic - inverse_r, overlap)
assert abs(energy[0] + 0.5) < 1e-9 and abs(energy[1] + 0.125) < 1e-9
orbitals = [u1, u2]
for k in range(2):
    C[:, k] *= np.sign(C[:, k] @ (phi @ (weight * orbitals[k](r))))
f_matrix = C.T @ (-kinetic + inverse_r / 6) @ C
occupied = {+1: [0, 1], -1: [0]}
pair_pot = {(a, b): potential(orbitals[a], orbitals[b])
            for a in range(2) for b in range(2)}
response = 0.0
for spin, levels in occupied.items():
    for a in levels:
        field = np.zeros_like(r)
        for other_spin, other_levels in occupied.items():
            for b in other_levels:
                field += pair_pot[b, b] * orbitals[a](r)
                if other_spin == spin:
                    field -= pair_pot[b, a] * orbitals[b](r)
        v = C.T @ (phi @ (weight * field))
        for n in range(n_basis):
            if n not in levels:
                response += (2 * spin * f_matrix[a, n] * v[n]
                             / (energy[a] - energy[n]))
response_formula = 5 / 6 * (2 * P - K)
assert abs(response - response_formula) < 1e-6

# ---------- two-electron operator in the three-electron determinant ----------
lx, lw = roots_laguerre(40)
half_line, half_w = lx / 1.5, lw * np.exp(lx) / 1.5
vx, vw = roots_legendre(30)
dist = half_line[:, None, None]                 # r12
total = dist + half_line[None, :, None]         # r1 + r2
diff = dist * vx[None, None, :]                 # r1 - r2
ra, rb = (total + diff) / 2, (total - diff) / 2
volume = (half_w[:, None, None] * half_w[None, :, None] * vw[None, None, :]
          * dist * (total**2 - diff**2) * dist / 16)
r1_dot_r12 = (ra**2 + dist**2 - rb**2) / 2
r12_dot_r2 = (ra**2 - rb**2 - dist**2) / 2
W = (-r1_dot_r12 / 6 + r12_dot_r2 / 3) / dist**3
R1 = [u(ra) / ra for u in orbitals]
R2 = [u(rb) / rb for u in orbitals]


def two_body(a, b, c, d, operator):
    return np.sum(volume * operator * R1[a] * R2[b] * R1[c] * R2[d])


assert abs(two_body(0, 1, 1, 0, 1 / dist) - K) < 1e-7
spin_orbitals = [(0, +1), (0, -1), (1, +1)]
pair_term = 0.0
for perm in permutations(range(3)):
    sign = round(np.linalg.det(np.eye(3)[list(perm)]))
    ket = [spin_orbitals[k] for k in perm]
    if any(ket[i][1] != spin_orbitals[i][1] for i in range(3)):
        continue
    for i in range(3):
        for j in range(3):
            if i == j:
                continue
            m = 3 - i - j
            if ket[m] != spin_orbitals[m]:
                continue
            pair_term += sign * spin_orbitals[i][1] * two_body(
                spin_orbitals[i][0], spin_orbitals[j][0],
                ket[i][0], ket[j][0], W)
pair_formula = -P / 3 - 2 * Q / 3 + K / 2
assert abs(pair_term - pair_formula) < 1e-6
numerical_coefficient = 2 * (response + pair_term)
assert abs(numerical_coefficient - float(coefficient)) < 4e-6

# ---------- Dirac equation: 2s in the nuclear plus weak 1s^2 potential ----------
alpha_test = 0.05
c_test = 1 / alpha_test
moment = matrix(phi, r, dphi)


def dirac_g(strength):
    """g factor of 2s; screening potential multiplied by strength."""
    pot = -1 / r + strength * 2 * pair_pot[0, 0]
    small = matrix(dphi, pot, dphi) / (4 * c_test**2) - kinetic
    H = np.block([[matrix(phi, pot, phi), kinetic], [kinetic, small]])
    zero = np.zeros_like(kinetic)
    S = np.block([[overlap, zero], [zero, kinetic / (2 * c_test**2)]])
    vec = eigh(H, S)[1][:, n_basis + 1]
    return -4 / 3 * vec[:n_basis] @ moment @ vec[n_basis:]


dirac_zeroth = (dirac_g(0.0) - 2) / alpha_test**2
step = 0.02
dirac_screening = (dirac_g(step) - dirac_g(-step)) / (2 * step * alpha_test**2)
zeroth = 2 * f_matrix[1, 1]
# tolerance: neglected terms of relative order alpha_test^2 = 0.0025
assert abs(dirac_zeroth / zeroth - 1) < 0.01
assert abs(dirac_screening / float(screening) - 1) < 0.01

# ---------- Biot-Savart: diamagnetic current on a spherical shell ----------
def mean_induced_field(radius, shell):
    """Sphere average of induced B_z/(alpha^2 B), one electron on the shell."""
    angle = 2 * np.pi * np.arange(64) / 64
    c1 = leg_x[:, None, None]
    c2 = leg_x[None, :, None]
    x2 = shell * np.sqrt(1 - c2**2) * np.cos(angle)
    y2 = shell * np.sqrt(1 - c2**2) * np.sin(angle)
    dx = radius * np.sqrt(1 - c1**2) - x2
    dy = -y2
    dz = radius * c1 - shell * c2
    jx, jy = y2 / 2, -x2 / 2                    # current = -A = -(B x r)/2
    bz = (jx * dy - jy * dx) / (dx**2 + dy**2 + dz**2)**1.5
    return np.einsum("i,j,ijk->", leg_w / 2, leg_w / 2, bz) / 64


field_inside = mean_induced_field(0.5, 1.0)
field_outside = mean_induced_field(2.0, 1.0)
assert abs(field_inside + 1 / 3) < 1e-8
assert abs(field_outside) < 1e-8

# ---------- lithiumlike silicon ----------
Z = 14
scale = fine_structure**2 * Z
delta_g = float(coefficient) * scale
assert abs(delta_g - 3.2e-4) < 0.05e-4

print("Exact integrals at Z = 1 (hartree)")
print(f"  P = {P_exact} = {P:.8f}")
print(f"  Q = {Q_exact} = {Q:.8f}")
print(f"  K = {K_exact} = {K:.8f}")
print(f"  J = P + Q = {P_exact + Q_exact} = {P + Q:.8f}")
print("Contributions to Delta g/(alpha^2 Z) (dimensionless)")
print(f"  Coulomb screening  8P/3 = {screening} = {float(screening):.8f}")
print(f"  core shielding    -4Q/3 = {shielding} = {float(shielding):.8f}")
print(f"  exchange          -2K/3 = {exchange} = {float(exchange):.8f}")
print(f"  sum = {coefficient} = {float(coefficient):.8f}")
print("Independent numerical checks (dimensionless)")
print(f"  delta_1, sum over states     = {response:.8f}")
print(f"  delta_1, (5/6)(2P-K)         = {response_formula:.8f}")
print(f"  delta_2, determinant         = {pair_term:.8f}")
print(f"  delta_2, -P/3-2Q/3+K/2       = {pair_formula:.8f}")
print(f"  2(delta_1+delta_2), numeric  = {numerical_coefficient:.8f}")
print(f"  Dirac test value of Z*alpha  = {alpha_test:.2f}")
print(f"  Dirac (g-2)/(Z alpha)^2, 2s  = {dirac_zeroth:.5f}")
print(f"  operator value of the same   = {zeroth:.5f}")
print(f"  Dirac screening coefficient  = {dirac_screening:.5f}")
print(f"  shell field, r = b/2, b = 1  = {field_inside:.8f}")
print(f"  shell field, r = 2b,  b = 1  = {abs(field_outside):.8f}")
print("Lithiumlike silicon (dimensionless)")
print(f"  Z = {Z}, alpha = {fine_structure:.10f}")
print(f"  alpha^2 Z         = {scale:.6e}")
print(f"  Coulomb screening = {float(screening) * scale:.4e}")
print(f"  core shielding    = {float(shielding) * scale:.4e}")
print(f"  exchange          = {float(exchange) * scale:.4e}")
print(f"  Delta g           = {delta_g:.4e}")
print(f"  one-electron shift -(Z alpha)^2/6 = {-scale * Z / 6:.4e}")
print(f"  sum of the two shifts             = {delta_g - scale * Z / 6:.4e}")
print(f"  1/Z = {1 / Z:.4f}, (Z alpha)^2 = {scale * Z:.5f}")
print("success")
```

Printed output:

```
Exact integrals at Z = 1 (hartree)
  P = 44/243 = 0.18106996
  Q = 7/243 = 0.02880658
  K = 16/729 = 0.02194787
  J = P + Q = 17/81 = 0.20987654
Contributions to Delta g/(alpha^2 Z) (dimensionless)
  Coulomb screening  8P/3 = 352/729 = 0.48285322
  core shielding    -4Q/3 = -28/729 = -0.03840878
  exchange          -2K/3 = -32/2187 = -0.01463192
  sum = 940/2187 = 0.42981253
Independent numerical checks (dimensionless)
  delta_1, sum over states     = 0.28349337
  delta_1, (5/6)(2P-K)         = 0.28349337
  delta_2, determinant         = -0.06858711
  delta_2, -P/3-2Q/3+K/2       = -0.06858711
  2(delta_1+delta_2), numeric  = 0.42981253
  Dirac test value of Z*alpha  = 0.05
  Dirac (g-2)/(Z alpha)^2, 2s  = -0.16681
  operator value of the same   = -0.16667
  Dirac screening coefficient  = 0.48318
  shell field, r = b/2, b = 1  = -0.33333333
  shell field, r = 2b,  b = 1  = 0.00000000
Lithiumlike silicon (dimensionless)
  Z = 14, alpha = 0.0072973526
  alpha^2 Z         = 7.455190e-04
  Coulomb screening = 3.5998e-04
  core shielding    = -2.8634e-05
  exchange          = -1.0908e-05
  Delta g           = 3.2043e-04
  one-electron shift -(Z alpha)^2/6 = -1.7395e-03
  sum of the two shifts             = -1.4191e-03
  1/Z = 0.0714, (Z alpha)^2 = 0.01044
success
```
